Flexural phonon scattering in buckled sheets: mirror symmetry, rotation and the cutoff

**1. What goes wrong**

Take a buckled two-dimensional crystal and assume that an electron couples to its height h through the slope, with strength βq|h|. Combine this with the quadratic flexural dispersion ω ∝ q². For the model sheet below, the golden-rule scattering rate is 3.5×10¹⁴ s⁻¹ if the longest phonon wavelength is 1 µm, and 3.5×10¹⁵ s⁻¹ if it is 10 µm. Reading this rate as an inverse momentum lifetime would give a mobility that vanishes in a large sheet.

Two separate errors are involved. The diverging rate counts deflections through tiny angles, which hardly degrade the current. And in a free sheet the coupling βq|h| cannot coexist with ω ∝ q²: the rotational invariance behind the quadratic dispersion also removes the linear coupling. The mirror rule for symmetric sheets is sound; the divergence in buckled ones is conditional.

**2. The mirror rule**

Let M be reflection in the plane of the sheet, and let the undistorted Hamiltonian commute with M. Spin-orbit coupling is left out. A flexural displacement u is odd: reflection turns the sheet displaced by u into the sheet displaced by −u. The first-order change δH is linear in u, so

M δH M⁻¹ = −δH.

For states of mirror parity p_i and p_f, each ±1, inserting M⁻¹M on both sides of δH gives

⟨f|δH|i⟩ = −p_f p_i ⟨f|δH|i⟩.

If p_f = p_i, the element equals its own negative and is zero at any q. Transitions between opposite parities remain allowed, and so do two-phonon processes, whose operator is even.

The rule does not require a one-atom-thick sheet. In a three-layer chain with symmetric outer layers, the even-to-even element is zero to rounding, while the even-to-odd element is 3.4 eV/nm. Moving one outer layer closer to the middle gives a same-band element of 2.1 eV/nm for the same displacement pattern.

**3. Vertical motion of a buckled sheet**

Consider a honeycomb with sublattice A at height +δ/2 and B at −δ/2. A bond from A to B is (d, −δ), with |d| = a₀ and ℓ² = a₀² + δ². The hopping matrix element is −t(r), with t(r) = t exp[−b(r/ℓ − 1)], so its slope at r = ℓ is +bt/ℓ.

If atoms move only vertically, the bond changes by h(r+d) − h(r) ≈ d·∇h along z. Projection on the bond direction gives

δr = −(δ/ℓ) d·∇h.

At the Dirac point K, with one bond along y, the three phases e^{iK·d} are 1, e^{−2πi/3} and e^{2πi/3}. Summing components gives, for any vector c,

Σ (c·d) e^{iK·d} = (3a₀/2) i(c_x − i c_y).

The undistorted A–B element at K+k is −t Σ i(k·d)e^{iK·d} = ħv(k_x − i k_y), with ħv = 3ta₀/2. The distortion adds

δH_AB = −(btδ/ℓ²)(3a₀/2) i(∂_x h − i∂_y h) = β(A_x − iA_y),

A = (−∂_y h, ∂_x h), β = ħv bδ/ℓ².

The slope therefore acts as a vector potential, with curl ∇²h, so it cannot be removed by a gauge change.

For elastic scattering through θ, put k + k′ along x. The electron states are (1, e^{iφ})/√2 with φ = −θ/2 and φ′ = θ/2, and q lies along y with q = 2k sin(θ/2). Then A_x = −iqh and

⟨φ′|σ_x|φ⟩ = ½(e^{iφ} + e^{−iφ′}) = e^{−iθ/2}.

This has modulus one, so |⟨f|δH|i⟩| = βq|h| without angular suppression.

The same bond changes cost elastic energy. With nearest-neighbour springs K₁ and Σ d_a d_b = (3a₀²/2)δ_ab (the last symbol being the Kronecker delta), the energy per cell is

½K₁(δ/ℓ)² Σ(d·∇h)² = ½[3K₁δ²a₀²/(2ℓ²)]|∇h|².

Dividing by the cell area A_c gives ρω² = σq², where ρ is the areal density and σ = 3K₁δ²a₀²/(2ℓ²A_c). Vertical-only motion has a linear dispersion.

**4. What the free sheet does**

The free flexural mode rotates each piece of the sheet with its local slope, u = −z∇h in the plane. Thus u_A = −(δ/2)∇h and u_B = +(δ/2)∇h, each at its own site, and the bond change becomes

δr = (δ/ℓ)[½d·(∇h_A + ∇h_B) − (h_B − h_A)].

For a plane wave of height amplitude h, let x = q·d and take the phase at the bond centre:

δr = (δh/ℓ)[ix cos(x/2) − 2i sin(x/2)]
≈ (δh/ℓ)[ix(1 − x²/8) − ix(1 − x²/24)] = −iδh x³/(12ℓ).

The linear term has cancelled, in the elastic energy and in the hopping alike. The cubic remainder belongs to the pure rotation only. In the lattice mode the atoms relax further at order q³, and the bond change is then fixed by force balance (section 7); for the springs used below it is more than ten times larger.

Bending still stretches one layer and compresses the other, with strain amplitude δq²h/2. Let K₂ be the spring between second neighbours, which lie a distance a apart within a layer. The three bond directions give Σcos⁴ = 9/8, so the two layers together store, per cell,

½K₂a²(9/4)(δ²/4)q⁴|h|².

Division by A_c = √3a²/2 gives

ρω² = κq⁴, κ = (3√3/8)K₂δ².

The lowest mode of the full lattice has this rigidity and this rotation to within 0.02% at q = 0.051 nm⁻¹. There its vertical part alone would couple with 0.049 eV/nm; the largest remaining part of the complete coupling is 6.3×10⁻⁵ eV/nm.

That remainder comes from second-neighbour hopping t₂. Let t₂′ = bt₂/ℓ be the slope of its matrix element. On layer A, u(r+R) − u(r) ≈ (R·∇)u, the six vectors R satisfy ΣR_aR_b = 3a²δ_ab, and the even part of e^{iK·R} is −½. Hence

δH_AA = (t₂′/a)(−½)(3a²)∇·u_A = γ∇²h, γ = (3/4)aδt₂′.

Layer B has the opposite sign, so the term is γ∇²h σ_z.

**5. Power counting**

The bending energy of a sheet of area S is ½Sκ Σ q⁴|h_q|². Classical equipartition gives

⟨|h_q|²⟩ = k_BT/(Sκq⁴).

Emission and absorption together use this fluctuation when ħω ≪ k_BT, and scattering is then nearly elastic. An on-shell coupling proportional to q^s has a squared matrix element proportional to q^(2s−4).

At small angles q ≈ kθ, so the total rate converges for s > 3/2. Momentum relaxation carries the extra factor

1 − cosθ = 2sin²(θ/2) = q²/(2k²),

and converges for s > 1/2. The case s = 1 lies between: infinite total rate, finite transport rate. The factor 1 − cosθ follows from the Boltzmann equation for elastic scattering that depends only on the angle θ between the two wavevectors, because a distribution proportional to cosφ, with φ the direction of k, decays at the rate ∫W(θ)(1 − cosθ)dθ.

**6. Linear coupling imposed on the quadratic mode**

Keep βq|h| and κq⁴ together, as an assumption, and remove phonons below q_c. The smallest angle is θ_c = 2arcsin(q_c/2k). Within one valley, the final states contribute Sk/(4π²ħv) per unit energy and angle, so

1/τ_tot = (2π/ħ)[Sk/(4π²ħv)] ∫ β²q² k_BT/(Sκq⁴) dθ = C k ∫dθ/q²,

C = β²k_BT/(2πħ²vκ).

The antiderivative of 1/sin²(θ/2) is −2cot(θ/2). Between θ_c and 2π − θ_c,

1/τ_tot = (C/k) cot(θ_c/2) = C√(4k² − q_c²)/(k q_c).

This diverges as 1/q_c. With the transport factor the integrand is the constant 1/(2k²), and

1/τ_tr = (C/k)(π − θ_c).

For degenerate Dirac carriers μ = evτ_tr/(ħk), hence

μ(q_c) = μ₀/(1 − θ_c/π) ≈ μ₀[1 + q_c/(πk)],

μ₀ = 2eħv²κ/(β²k_BT).

The long waves remove a small, finite share of the mobility.

A tension τ_s provides a smooth cutoff: κq⁴ becomes κq²(q² + q_s²), with q_s = √(τ_s/κ). The transport integral is

(1/2k²)∫[1 − q_s²/(q_s² + 2k² − 2k²cosθ)]dθ.

With ∫dθ/(P − Q cosθ) = 2π/√(P² − Q²) over a full turn, and P² − Q² = q_s²(q_s² + 4k²),

μ = μ₀/[1 − q_s/√(q_s² + 4k²)].

**7. The two consistent sheets**

If in-plane motion is blocked, βq|h| goes with σq². The squared matrix element is then independent of q, ∫(1 − cosθ)dθ = 2π, and

μ = eħv²σ/(β²k_BTk²).

In the free sheet the element of σ_z is

½(1 − e^{−iθ}) = i e^{−iθ/2} sin(θ/2),

so the curvature term contributes γq²·q/(2k), which is of order q³. Its transport integral is ∫2sin⁴(θ/2)dθ = 3π/2, giving

μ = 4eħv²κ/(3γ²k_BTk²) as k → 0.

The limit matters, because the lattice also has a sublattice-mixing coupling of order q³. Its isotropic form is that of section 3 with ∇h replaced by ∇∇²h and strength η. On shell it has the same phase as the σ_z term, up to a sign. For holes, the state (1, −e^{iφ})/√2 reverses the mixing element but not the σ_z element. The rate is therefore multiplied by

(1 ± 2kη/γ)²,

with opposite signs for the two carriers. The size of η follows from force balance. The strained layer A feels an in-plane force (9/8)K₂a²q² × δqh/2 along q. The three A–B bonds carry it: changes δr = c·d give a force K₁(3a₀²/2ℓ)c, so |c| = (9/8)(K₂/K₁)δℓq³h with a² = 3a₀². The sum of section 3 then gives η = (9/8)ħv bδK₂/K₁, so η depends on the ratio of the springs. The choice of sign is taken from the lattice numbers. Neither consistent sheet has a small-q divergence.

**8. A coupling that survives at q → 0**

In a perpendicular field F, an electron at height h has the extra energy eFh. This breaks both mirror symmetry and vertical translation, so s = 0. A scalar potential brings the overlap cos²(θ/2), and the transport integral is

∫2sin²(θ/2)cos²(θ/2)/[16k⁴sin⁴(θ/2)]dθ = [4cot(θ_c/2) − 2(π − θ_c)]/(8k⁴).

For small q_c, cot(θ_c/2) ≈ 2k/q_c, the integral tends to 1/(k³q_c), and

μ → 2πeħv²κk q_c/[(eF)²k_BT].

Within the golden rule, this mobility does vanish with the cutoff. The result is for an unscreened field, and it requires the fluctuations of eFh to stay well below the carrier energy. Static screening in two dimensions divides the coupling by 1 + q_TF/q, with q_TF the screening wavevector. This adds one power of q at long wavelength and makes the transport rate finite again.

**9. The contributions weighed**

The model has ℓ = 0.23 nm, δ = 0.05 nm, t = 1 eV, b = 3, K₁ = K₂ = 100 N/m, T = 20 K and density n = 2×10¹⁶ m⁻². With spin and two valleys, k = √(πn) = 0.251 nm⁻¹. The formulas give v = 5.12×10⁵ m/s, β = 0.955 eV, γ = 0.0240 eV nm, κ = 1.01 eV and σ = 2.73 N/m.

For the imposed linear coupling, 1/τ_tr = 1.395×10¹³ s⁻¹ without a cutoff, and

μ₀ = (1.602×10⁻¹⁹ × 5.116×10⁵)/(1.055×10⁻³⁴ × 2.507×10⁸ × 1.395×10¹³)
= 0.222 m²/(V s), or 2220 cm²/(V s).

With q_c = 2π/L, the cutoff acts as follows; mobilities are in m²/(V s), and the field is 10⁷ V/m.

L = 0.1 µm: imposed linear 0.242, field 124
L = 1 µm: imposed linear 0.224, field 10.2
L = 10 µm: imposed linear 0.222, field 1.0

At L = 0.1 µm, θ_c/π = 0.080 and 0.2222/0.920 = 0.242. Over the hundredfold change of L the total rate grows a hundredfold, while the linear-coupling mobility falls by 8%. The field-limited mobility falls by a factor of about 120, more than the factor of 100 given by the limiting law, because at L = 0.1 µm the cutoff is not small compared with k. A tension of 1 mN/m gives q_s = 0.078 nm⁻¹ and raises 0.222 to 0.263.

At the same k and T, the vertical-only sheet has μ = 29.7 m²/(V s). Its ratio to μ₀ is σ/(2κk²) = 134, the price of pairing the linear coupling with the wrong dispersion.

For the free sheet the small-k law gives 3750 m²/(V s), but this k is too large for it. The mixing part of the coupling is 7.73×10⁻⁶ eV/nm at q = 0.0514 nm⁻¹, so η = 0.057 eV nm² and 2kη/γ = 1.19. The predicted rate factors are 2.19² = 4.8 for electrons and 0.19² = 0.036 for holes. The lattice sums give 4.7 and 0.036, and mobilities of about 790 and 1×10⁵ m²/(V s). These sums run on a circle of radius k with the Dirac velocity. On the true energy contour at the same density the values shift to about 760 and 1.2×10⁵. Averaging over the thermal window at 20 K raises the hole value to about 1.5×10⁵, because the cancellation is nearly complete some 8 k_BT below the Fermi energy. Both values count only scattering within one valley by the lowest flexural mode. The hole value reflects a near-cancellation at this k and is sensitive to the parameters. Extrapolated to k = 0 from three smaller values of k, the computed rates agree with the small-k law within 0.3% for both carriers.

**10. Where the results hold**

Scattering within a valley uses phonons only up to q = 2k. The largest flexural phonon energy in that range is 0.06 meV in the free sheet and 0.48 meV in the vertical-only sheet, against k_BT = 1.7 meV, which supports equipartition. The carrier energy is 84 meV, so the gas is degenerate. For the imposed coupling, k times the transport mean free path is 9, which is adequate but not large; since μ₀ ∝ 1/T, this product would fall below one at room temperature and the same density.

The total rate is less secure. At L = 1 µm, ħ/τ_tot is 0.23 eV, above the carrier energy, so the picture of a sharp quasiparticle fails in the Born approximation. That the transport rate survives is plausible, since the offending events are small deflections, but it is not proved here.

The field-limited mobilities need more caution. At L = 10 µm the root-mean-square value of eFh is 0.19 eV, more than twice the carrier energy, so the value 1.0 m²/(V s) only illustrates the formula. The carriers would also screen the field strongly: for a sheet in vacuum q_TF is about 4.3 nm⁻¹, far above 2k, and the screened mobilities are higher by orders of magnitude, about 9×10⁴ m²/(V s) at 10⁷ V/m. This field is chosen independently of n. A single gate inducing n across vacuum has the field en/ε₀ = 3.6×10⁸ V/m, about half of it acting at the sheet. Since μ ∝ 1/F², the same screened formula then gives roughly 260 m²/(V s), below the free-sheet values; the tension that such a gate pulls into the sheet is not included.

The parameters are round values chosen for illustration, and the atomic mass drops out of the classical mobilities. The huge free-sheet values are not predictions for a device. They say that one-phonon scattering by long flexural waves within a valley is weak in this model; scattering between valleys, in-plane phonons, two-phonon processes and impurities are all omitted. For holes, whose intravalley rate nearly cancels, flexural scattering between valleys is at least as strong at 20 K, so the quoted hole value is not a total flexural mobility. The bending energy is also taken as harmonic. In a free sheet without tension, thermal bending stretches the sheet at second order in the slope. This stiffens waves below about q* = √[3k_BTY/(16πκ²)], where Y is the in-plane Young's modulus, and changes the powers of q in the fluctuations and cutoff laws. The springs used here give Y = 231 N/m and q* = 0.38 nm⁻¹, which is above k and not far below 2k = 0.50 nm⁻¹. The stiffening fades only gradually above q*, so it is appreciable over the whole range of q up to 2k, and the mobilities computed with the quadratic mode illustrate the harmonic formulas without being quantitative for such a sheet. A substrate would break the assumption of free suspension. The tension example shows an 18% shift for the imposed coupling; pinning by a substrate is not quantified. The numerical output below lists the values used.

Values computed for the example and the checks

```
bond length: 0.23 nm
buckling height: 0.05 nm
in-plane bond length a0: 0.2245 nm
lattice constant a: 0.3888 nm
cell area: 0.1309 nm^2
hopping t: 1 eV
hopping decay b: 3
second-neighbour hopping t2: 0.1259 eV
springs K1 = K2: 100 N/m
atomic mass: 50 u
temperature: 20 K
carrier density: 2e+16 m^-2
mirror chain, even to even: 1.1e-15 eV/nm
mirror chain, even to odd: 3.392 eV/nm
asymmetric chain, same band: 2.079 eV/nm
velocity v: 5.116e+05 m/s
linear coupling beta: 0.9549 eV
curvature coupling gamma: 0.02395 eV nm
bending rigidity kappa: 1.013 eV
kappa lattice/formula: 0.99982
vertical-only stiffness sigma: 2.728 N/m
sigma lattice/formula: 0.99999
rotation part of mode/formula: 0.99984
test wavevector q: 0.05143 nm^-1
coupling at test q, vertical part: 0.04911 eV/nm
full mode at test q, gamma part: 6.336e-05 eV/nm
full mode at test q, mixing part: 7.731e-06 eV/nm
power of q in mixing part: 2.9992
carrier wavevector k: 0.2507 nm^-1
carrier energy: 84.41 meV
thermal energy: 1.723 meV
largest flexural phonon energy: 0.0592 meV
rate lattice/formula, imposed linear: 1.0008 (ka=0.03), 1.0082 (example k)
rate lattice/formula, vertical-only: 1.0000 (ka=0.03), 1.0000 (example k)
rate lattice/formula, free sheet: 1.8640 (ka=0.03), 4.7318 (example k)
free-sheet rate ratio, electrons: 1.5468 (ka=0.02), 0.9972 (k to 0)
free-sheet rate ratio, holes: 0.5713 (ka=0.02), 1.0003 (k to 0)
mobility, imposed linear: 0.2222 m^2/(V s)
mobility, vertical-only: 29.72 m^2/(V s)
mobility, free sheet, small-k law: 3747 m^2/(V s)
mobility, free sheet, lattice sum, electrons: 791.8 m^2/(V s)
mobility, free sheet, lattice sum, holes: 1.054e+05 m^2/(V s)
transport rate, imposed linear: 1.395e+13 s^-1
k times mean free path, imposed linear: 9.191
perpendicular field F: 1e+07 V/m
L=0.1 um: q_c=0.06283 nm^-1, total rate=3.516e+13 s^-1
  mobility: linear=0.2416, field=123.6 m^2/(V s)
L=1 um: q_c=0.006283 nm^-1, total rate=3.543e+14 s^-1
  mobility: linear=0.224, field=10.23 m^2/(V s)
L=10 um: q_c=0.0006283 nm^-1, total rate=3.544e+15 s^-1
  mobility: linear=0.2224, field=1.005 m^2/(V s)
small-cutoff field law at last L: 1.003 m^2/(V s)
tension: 1 mN/m
tension wavevector q_s: 0.07848 nm^-1
mobility, linear with tension: 0.2629 m^2/(V s)
```
